Counting suboxide states at ideal (100) and (111) silicon–silica interfaces

**Problem**

A silicon crystal is cut along a flat plane. The silicon below the cut stays crystalline, and everything above it becomes silica, SiO₂. Each silicon bond broken by the cut ends on an oxygen atom of its own, and that oxygen is bonded on its other side to a silicon atom of the oxide. No other oxygen enters the crystal. Such an interface is called ideal and abrupt.

The state Siⁿ⁺ denotes a silicon atom with n oxygen nearest neighbours. The label is formal: each Si–O bond counts +1 for the silicon and each Si–Si bond counts zero. It is not the real charge on the atom. Bulk silicon is Si⁰, silica is Si⁴⁺, and the states with n = 1, 2, 3 are the suboxide states.

Consider four interfaces: the unreconstructed (100) face; the (100) face whose surface atoms have joined in pairs (dimers) before the oxide is attached, with the dimer bonds left intact; and the two possible flat cuts parallel to (111).

(a) Which suboxide states occur in each case?

(b) How many suboxide atoms, and how many Si–O links to the oxide, are there per unit area?

(c) Can the oxide be completed so that all its silicon atoms are Si⁴⁺?

(d) Which of the four interfaces suit the density of ordinary silica, and what does the model leave out?

The cubic lattice parameter is a = 0.5431 nm.

**A first estimate by scaling**

Ignore the layered structure of the crystal and treat its bonds as sticks of length L, with random positions and directions. Let ν be the number of sticks per volume. A stick at angle θ to the plane's normal crosses the plane if its centre lies within a slab of thickness L|cos θ|. For random directions cos θ is uniformly distributed between −1 and 1, so the mean of |cos θ| is

∫₀¹ c dc = 1/2.

The number of crossings per area is therefore

B = νL/2.

In a numerical trial, 400,000 random sticks of length 0.3 were placed in a periodic box of unit edge. The formula predicts 60,000 crossings of one plane, with a statistical scatter of about 0.4 %. The count was 0.993 times the prediction, a deviation of about two standard deviations.

Silicon has 8 atoms in the volume a³. Each atom has four bonds, and each bond is shared by two atoms, so ν = 2 × 8/a³ = 16/a³. The bond length is L = √3a/4. Hence

B ≈ (1/2)(16/a³)(√3a/4) = 2√3/a² ≈ 3.46/a².

With a² = 0.2950 nm² this is 11.7 nm⁻², or about 1.2 × 10¹⁵ cm⁻².

On average, half of an atom's four bonds point outward. If all of these reached the plane, n would be about 2 and the density of suboxide atoms about B/2 = √3/a² ≈ 1.73/a². This is only a crude guess: an outward bond of a deeper atom can end below the plane, so in the stick picture the mean n is smaller and the density of suboxide atoms larger. The estimate cannot distinguish one face from another. For that, the actual bond directions are needed.

**Exact solution: the counting rule**

Every silicon atom keeps four bonds. If m of them go to silicon, the rest go to oxygen:

n = 4 − m.

The diamond lattice consists of two face-centred cubic sublattices, A and B. From an A atom the four bonds are

b₁ = (a/4)(1, 1, 1)
b₂ = (a/4)(1, −1, −1)
b₃ = (a/4)(−1, 1, −1)
b₄ = (a/4)(−1, −1, 1).

From a B atom all signs are reversed. Let N be the unit normal pointing from the crystal into the oxide. For an atom in the top crystal plane, the bonds with b·N > 0 are broken. On both faces treated here each bond joins neighbouring atomic planes, as the projections below show. Atoms under the top plane therefore lose no bonds and remain Si⁰.

**The unreconstructed (100) face**

Take N = (0, 0, 1). The projections of b₁ to b₄ on N are

a/4, −a/4, −a/4, a/4.

Two bonds point outward and two inward. Reversing all signs for a B atom again gives two of each. The planes are evenly spaced by a/4, so each bond reaches the next plane and no further. Every top atom has n = 2, whichever plane is on top: the interface contains Si²⁺ and no other suboxide state.

Each sublattice has 4 atoms per a³, and its own planes are a/2 apart. The number of atoms per area of one plane is the volume density times this spacing:

σ₁₀₀ = (4/a³)(a/2) = 2/a².

Each atom has two links to the oxide, so the link density is 4/a².

**The dimerised (100) face**

The two broken bonds of an A atom, b₁ and b₄, lean in opposite directions along [110]. Neighbouring surface atoms in this direction are a/√2 = 0.3840 nm apart. If they join in pairs, each atom spends one broken bond on its partner. It then has three silicon neighbours, and

n = 4 − 3 = 1.

The interface contains Si¹⁺ alone as its suboxide state. The atom density is still 2/a², but the link density has halved to 2/a².

It remains to show that the pair can approach without breaking the bonds underneath. Let x run along [110] and z along N, with a surface atom at the origin. Its two back neighbours are at x = 0, z = −a/4, displaced in opposite directions along the horizontal axis perpendicular to x. The surface atom can rotate about the line through them without changing either back bond. Its distance from this line stays a/4, so a sideways shift s lowers it by

a/4 − √(a²/16 − s²).

For the dimer bond to have the bulk length, the two shifts must satisfy

a/√2 − 2s = √3a/4, so that s = a(2√2 − √3)/8 = 0.0744 nm.

The atom sinks by 0.0222 nm. In a slab displaced in this way, a search by distance found three silicon neighbours for every surface atom, compared with two before the shift. The rotation preserves bond lengths but not all bond angles. With the deeper layers held fixed, the angles at the second-layer atoms range from about 91° to 122° instead of the ideal 109.5°, so considerable strain remains; in a real crystal, further atomic displacements would share it out.

**The two (111) cuts**

Take N = (1, 1, 1)/√3. For an A atom the projections are

b₁·N = (a/4)(3/√3) = √3a/4,
b₂·N = b₃·N = b₄·N = −(a/4)(1/√3) = −√3a/12.

One bond points straight up and three slope down. For a B atom, one points straight down and three slope up.

The planes of one sublattice repeat at intervals of a/√3. A B plane lies √3a/4 above each A plane, which leaves

a/√3 − √3a/4 = (4a − 3a)/(4√3) = √3a/12

up to the next A plane. The gaps are therefore alternately wide, 0.2352 nm, and narrow, 0.0784 nm. Two planes separated by a narrow gap form a bilayer. The projections equal these two gaps, which confirms that bonds join only neighbouring planes.

A flat cut can pass through either kind of gap:

- Between bilayers (wide gap), the top atom is an A atom with one broken bond. It becomes Si¹⁺.
- Inside a bilayer (narrow gap), the top atom is a B atom with three broken bonds. It becomes Si³⁺.

Choosing the opposite normal exchanges the roles of A and B and gives the same two cases. The atom density is the same for both:

σ₁₁₁ = (4/a³)(a/√3) = 4/(√3a²) ≈ 2.31/a².

The link density is σ₁₁₁ for the first cut and 3σ₁₁₁ for the second.

As a test, periodic slabs with 16 atoms in each surface plane were built, and their neighbours were found by distance. Cuts through successive gaps gave n = 2 alone for (100), and n = 1 or 3, depending on the gap, for (111).

**Completing the oxide**

For the three undimerised cuts, keep the pattern of connections of the silicon lattice above the interface and put one oxygen into each bond that has at least one end above the cut. Every oxide silicon then has four oxygen neighbours, and every oxygen has two silicon neighbours.

The dimerised face needs a change. Before dimerisation, each oxide silicon K just above the interface is linked through oxygen to two surface atoms and to two higher oxide atoms. Along each [110] row, remove every second K with its four oxygens. The two surface atoms below it each have a free bond, and these form the dimer. Each removal also frees one bond on each of the two oxide atoms above, and a single new oxygen joins these two bonds. If the removed K atoms of neighbouring rows lie side by side, as in the test below, an oxide atom above them loses two bonds, and each is replaced in this way. Each surface atom takes part in one dimer and keeps one link to the oxide.

In a model cell with 16 surface atoms, this construction left every oxide silicon as Si⁴⁺ and all 16 surface atoms as Si¹⁺. The answer to (c) is therefore yes in all four cases, as far as connections are concerned. The construction says nothing about whether the bonds have comfortable lengths and angles.

It also shows what "abrupt" means. Although the oxide is fully oxidised down to its last silicon atom, one crystal plane of suboxide atoms remains, because these atoms have bonds to both sides.

**Numbers for silicon**

The surface area per atom is a²/2 = 0.1475 nm² on (100) and √3a²/4 = 0.1277 nm² on (111). The inverses give 6.78 × 10¹⁴ and 7.83 × 10¹⁴ atoms per cm². Multiplication by n gives the links needed:

- (100) unreconstructed, Si²⁺: 1.36 × 10¹⁵ cm⁻²
- (100) dimerised, Si¹⁺: 6.78 × 10¹⁴ cm⁻²
- (111) between bilayers, Si¹⁺: 7.83 × 10¹⁴ cm⁻²
- (111) inside a bilayer, Si³⁺: 2.35 × 10¹⁵ cm⁻²

**Comparison of the estimate with the exact count**

Dividing the exact link densities by the estimate 2√3/a² gives, in the same order,

1.15, 0.58, 0.67, 2.00.

The estimate has the right size but misses the differences between the interfaces, and its n ≈ 2 is right for the first one only.

The reasons can be traced. Averaged over all heights of the cut, the number of crossings is proportional to the sum of |b·N| over an atom's four bonds. For random directions this sum is 4 × (1/2) × √3a/4 = √3a/2. For (100) it is 4 × a/4 = a, larger by the factor 2/√3 = 1.15. Since the (100) planes are evenly spaced, every cut gives this value. Dimerisation then halves it to 0.58.

For (111) the sum is √3a/4 + 3 × √3a/12 = √3a/2, the same as for random directions. The wide gaps occupy 3/4 of the height and the narrow gaps 1/4, so the mean ratio is

(3/4)(2/3) + (1/4)(2) = 1.

The estimate is thus correct for the average over cut heights, yet neither actual cut has the average value. What fails for (111) is the assumption that bonds are spread evenly in height; for (100) it is the assumption of random directions.

**Does ordinary silica fit?**

The stick formula is better suited to glassy silica, which has no crystal planes. The sticks are now whole Si–O–Si links, two per silicon atom. With a rough density of 2.2 g/cm³, silica contains 2.21 × 10²² silicon atoms per cm³. For a typical Si–O length d = 0.161 nm and a rough Si–O–Si angle of 145°, the Si–Si distance across a link is 2d sin(72.5°) = 0.307 nm. A plane through the glass is then crossed by

(1/2)(2 × 2.21 × 10²² cm⁻³)(3.07 × 10⁻⁸ cm) ≈ 6.8 × 10¹⁴ cm⁻²

links. The four interfaces need about 2.0, 1.0, 1.2 and 3.5 times this supply. The dimerised (100) face and the (111) cut between bilayers are close to what silica offers; the other two demand far more. The near equality for the dimerised face rests on rough inputs and does not prove that real interfaces are dimerised. Nor is the supply a strict limit, since oxide near the interface may be denser than bulk glass, or ordered. The supply is an average over directions and heights, valid for a random network. A silica network with the diamond pattern of connections and the same density of 2.2 g/cm³ has a cubic cell of about 0.713 nm and offers 7.9 × 10¹⁴ cm⁻² links on (100) and 4.5 or 13.6 × 10¹⁴ cm⁻² on its two (111) cuts. The oxide constructed in (c) is not ordinary silica either. It keeps the lateral spacing of silicon, so its inner planes carry 4/a² links on (100) and 3σ₁₁₁ in the narrow (111) gaps, and with a Si–Si distance of 0.307 nm its density would be about 2.8 g/cm³ on (100) and 3.0 g/cm³ on (111). Even on the two faces that match the supply, the oxide must be connected differently from that construction.

Crowding of the oxygen atoms points the same way. On the two link-rich faces, neighbouring surface atoms have broken bonds that led to the same removed silicon atom. If oxygen is placed at distance d along these bonds of length L, the separation of the two oxygens shrinks from a/√2 in proportion to the remaining distance:

(a/√2)(1 − d/L) = 0.3840 × (1 − 0.161/0.2352) ≈ 0.121 nm.

This holds for both faces and is less than half the O–O edge of a silica tetrahedron, 0.263 nm. These interfaces could not exist without large displacements. Take the free bond direction of a surface atom as the one opposite the sum of its three Si–Si bond directions. The closest spacing is then 0.350 nm on the dimerised face and 0.384 nm on the (111) face cut between bilayers, so the oxygens attached to the surface atoms are not crowded on either face. The value for the dimerised face depends on this choice: with oxygen along the original bulk bond direction it falls to 0.270 nm, only just above the tetrahedron edge.

**Real interfaces**

Photoemission from thermally grown oxides generally shows all three suboxide states on both faces, with a total amount of roughly one to two atomic layers. The ideal model predicts one state and one layer. Steps caused by miscut alone are a small correction for a well-oriented wafer: with a rough miscut of 0.2° and (100) steps 0.1358 nm high, the terraces are 38.9 nm wide, and one row of edge atoms makes up about 1 % of the surface. Unsaturated bonds, at a rough 10¹² cm⁻², amount to 0.15 % of the links on the dimerised face. Neither effect is large enough to explain the mixture. Atomic-scale roughness adds further steps, which are not counted here.

Extra oxygen in the crystal's top bonds can have a stronger effect, if there is enough of it. An oxygen inserted into a dimer converts two Si¹⁺ atoms into two Si²⁺; with one of the eight dimers in the model cell oxidised, the count is 14 Si¹⁺ and 2 Si²⁺. The total number of suboxide atoms is unchanged. An oxygen inserted into a back bond instead raises a surface atom from Si¹⁺ to Si²⁺ and a second-layer atom from Si⁰ to Si¹⁺, so the total grows. Further insertion can produce Si³⁺. Such a partly oxidised transition region is a possible reading of the measured mixture, but the count alone cannot establish it. The numerical output below lists the main computed values and the rough inputs.

Table of computed values

```
Silicon lattice parameter: 0.5431 nm
Si-Si bond length: 0.2352 nm
(100) surface cell area: 0.1475 nm^2
(111) surface cell area: 0.1277 nm^2
(111) wide gap between planes: 0.2352 nm
(111) narrow gap between planes: 0.0784 nm
States found in scan of (100) cuts: [2]
States found in scan of (111) cuts: [1, 3]
(100) unreconstructed: Si2+
  suboxide atoms: 6.781e+14 cm^-2
  Si-O links needed: 1.356e+15 cm^-2
  links needed / silica supply: 2.00
  closest O-O spacing, free directions: 0.121 nm
(100) dimerised: Si1+
  suboxide atoms: 6.781e+14 cm^-2
  Si-O links needed: 6.781e+14 cm^-2
  links needed / silica supply: 1.00
  closest O-O spacing, free directions: 0.350 nm
(111) between bilayers: Si1+
  suboxide atoms: 7.830e+14 cm^-2
  Si-O links needed: 7.830e+14 cm^-2
  links needed / silica supply: 1.16
  closest O-O spacing, free directions: 0.384 nm
(111) inside bilayer: Si3+
  suboxide atoms: 7.830e+14 cm^-2
  Si-O links needed: 2.349e+15 cm^-2
  links needed / silica supply: 3.47
  closest O-O spacing, free directions: 0.121 nm
Surface atom spacing before dimerisation: 0.3840 nm
Sideways shift of each dimer atom: 0.0744 nm
Downward shift of each dimer atom: 0.0222 nm
Typical Si-O length (input): 0.161 nm
O-O edge of silica tetrahedron: 0.263 nm
Silica density (rough input): 2.2 g/cm3
Si-O-Si angle (rough input): 145 degrees
Silicon density in silica: 2.21e+22 cm^-3
Si-Si distance across a link: 0.307 nm
Link supply of random silica plane: 6.77e+14 cm^-2
Random-link test, counted / expected: 0.9928
Surface atoms in model cell: 16
One oxidised dimer: Si1+ atoms 14, Si2+ atoms 2
Miscut (rough input): 0.2 degrees
Single-layer (100) step height: 0.1358 nm
Terrace width: 38.9 nm
Share of atoms in one edge row: 0.99 %
Unsaturated bonds (rough input): 1e+12 cm^-2
Share of dimerised (100) links: 0.15 %
```
